# Eta invariant and spectral flow on a circle

## The problem

On functions of an angle $\theta$ with $\psi(\theta+2\pi)=\psi(\theta)$, consider the one-dimensional Dirac operator

$$D(a)=-i\frac{d}{d\theta}+a ,$$

where $a$ is a real number. Its eigenvalues extend without bound in both directions, so the difference "number of positive eigenvalues minus number of negative eigenvalues" has no immediate meaning. The eta invariant gives it one. Define

$$\eta(s,a)=\sum_{\lambda\neq0}\operatorname{sign}(\lambda)\,|\lambda|^{-s},\qquad \operatorname{Re}s>1,$$

continue this function analytically in $s$, and call its value at $s=0$ the eta invariant $\eta(a)$.

1. Find the eigenvalues. Do they change if $a$ is replaced by a non-uniform function $A(\theta)$ with mean value $a$?
2. Compute $\eta(a)$ for $0<a<1$, and check the value with a different regulator.
3. Extend the result to all real $a$, integers included.
4. The spectral flow SF along a path from $a_0$ to $a_1$ is the number of eigenvalues that cross zero upwards minus the number that cross downwards. How is it related to $\eta$?
5. Massless electrons of charge $-e$ move in one direction around a ring of radius $R=200$ bohr with speed $v=0.4$ atomic units. The magnetic flux through the ring, in units of $h/e$, goes from $0.3$ to $2.6$. Find the energies nearest zero at both ends, and the spectral flow.

## Hints

**Hint 1.** The eigenvalue equation is of first order and can be integrated directly. Periodicity then selects the eigenvalues.

**Hint 2.** For $0<a<1$, write the positive eigenvalues and the magnitudes of the negative ones as two sequences of the form $n+x$ with $n=0,1,2,\dots$ To continue $\sum_n(n+x)^{-s}$, compare the sum with an integral on each unit interval, using integration by parts.

**Hint 3.** What happens to the set of eigenvalues when $a$ increases by 1?

**Hint 4.** Close to an integer value of $a$, treat the eigenvalue nearest zero separately from all the others.

**Hint 5.** What does a common positive factor in all eigenvalues do to $\eta(s,a)$ at $s=0$?

## Solution

### 1. The eigenvalues

With a general real potential, $-i\psi'+A(\theta)\psi=\lambda\psi$ gives $\psi'=i(\lambda-A)\psi$, so

$$\psi(\theta)=\psi(0)\exp\left[i\int_0^\theta(\lambda-A(\theta'))\,d\theta'\right].$$

Periodicity requires the phase collected in one turn to be $2\pi n$ with integer $n$. If $a$ is the mean of $A$, that phase is $2\pi\lambda-2\pi a$. Hence

$$\lambda_n=n+a,\qquad n=0,\pm1,\pm2,\dots$$

Only the mean of $A$ enters; the rest changes the phase of the eigenfunctions. A numerical diagonalization with a cosine ripple added to $a=0.3$ reproduces the levels near zero to within $4\times10^{-14}$.

### 2. The eta invariant for $0<a<1$

**Why the regulator matters.** Suppose we count signs in the window $-N\le n\le N$. The $N+1$ labels $n\ge0$ give positive eigenvalues and the $N$ labels $n\le-1$ give negative ones. The difference is 1 for every $a$ between 0 and 1. This window is fixed in the label $n$, so it does not notice that the levels move. The factor $|\lambda|^{-s}$ depends on the eigenvalue itself.

**Splitting the sum.** The positive eigenvalues are $n+a$ with $n\ge0$. For the negative ones put $n=-m-1$ with $m\ge0$; their magnitudes are $m+1-a$. Therefore

$$\eta(s,a)=Z(s,a)-Z(s,1-a),\qquad Z(s,x)=\sum_{n=0}^\infty(n+x)^{-s},\quad x>0.$$

Both sums converge for $\operatorname{Re}s>1$.

**Comparing sum and integral.** Let $f(y)=(y+x)^{-s}$. On the interval from $n$ to $n+1$, integration by parts gives

$$\int_n^{n+1}\left(y-n-\tfrac12\right)f'(y)\,dy=\frac{f(n)+f(n+1)}2-\int_n^{n+1}f(y)\,dy .$$

Now add these equations for all $n\ge0$. In the sum of the averages each $f(n)$ appears with total weight 1, except $f(0)$, which has weight $\tfrac12$. That sum is therefore $Z-\tfrac12f(0)$. Writing $\{y\}$ for the fractional part of $y$, we obtain

$$Z(s,x)=\int_0^\infty f\,dy+\frac{f(0)}2+\int_0^\infty\left(\{y\}-\tfrac12\right)f'(y)\,dy .$$

The first integral is $x^{1-s}/(s-1)$, and $f'(y)=-s(y+x)^{-s-1}$, so

$$Z(s,x)=\frac{x^{1-s}}{s-1}+\frac{x^{-s}}2-s\int_0^\infty\left(\{y\}-\tfrac12\right)(y+x)^{-s-1}dy .$$

**Reaching $s=0$.** The last integral converges absolutely for $\operatorname{Re}s>0$, which just misses the point we need. One more integration by parts helps. The function

$$P(y)=\frac{\{y\}^2-\{y\}}2$$

has derivative $\{y\}-\tfrac12$ inside each unit interval. It vanishes at every integer, so it is continuous, and it stays between $-\tfrac18$ and $0$. The boundary terms vanish, at $y=0$ because $P(0)=0$ and at infinity because the power decays. Thus

$$\int_0^\infty\left(\{y\}-\tfrac12\right)(y+x)^{-s-1}dy=(s+1)\int_0^\infty P(y)\,(y+x)^{-s-2}dy ,$$

and

$$Z(s,x)=\frac{x^{1-s}}{s-1}+\frac{x^{-s}}2-s(s+1)\int_0^\infty P(y)\,(y+x)^{-s-2}dy .$$

Since $P$ is bounded, this integral converges for $\operatorname{Re}s>-1$. The right side is analytic there except at $s=1$, and it equals the original sum for $\operatorname{Re}s>1$. It is therefore the analytic continuation.

Near $s=1$ the first term is $1/(s-1)-\ln x+\dots$ The pole has the same coefficient for every $x$, so it cancels in $Z(s,a)-Z(s,1-a)$, and $\eta(s,a)$ is regular at $s=1$ as well.

For $a=0.3$ the continuation gives $\eta(2,a)=9.411315$, equal to the directly summed series to the digits shown. At $s=-0.5$, where the series diverges, it gives $0.114291$, in agreement with an independent numerical evaluation of the zeta function.

**The value at $s=0$.** The integral is finite at $s=0$: its magnitude is at most $\tfrac18\int_0^\infty(y+x)^{-2}dy=1/(8x)$. The prefactor $s(s+1)$ removes it, leaving

$$Z(0,x)=\frac{x}{-1}+\frac12=\frac12-x .$$

Consequently

$$\eta(a)=\left(\tfrac12-a\right)-\left[\tfrac12-(1-a)\right]=\left(\tfrac12-a\right)-\left(a-\tfrac12\right),$$

$$\boxed{\eta(a)=1-2a,\qquad 0<a<1.}$$

At $a=\tfrac12$ the spectrum is symmetric about zero and $\eta=0$. As $a\to0^+$ the levels with labels $n$ and $-n$ nearly balance, and the single level just above zero is left over; accordingly $\eta\to1$. As $a\to1^-$ the unpaired level lies just below zero and $\eta\to-1$. In between, $\eta$ varies continuously and is not an integer except at $a=\tfrac12$: it measures the asymmetry of an infinite spectrum and is not a count of objects.

**A second regulator.** Replace $|\lambda|^{-s}$ by $e^{-t|\lambda|}$ with $t>0$. The two sums are now geometric series:

$$K(t)=\sum_\lambda\operatorname{sign}(\lambda)\,e^{-t|\lambda|}=\frac{e^{-ta}-e^{-t(1-a)}}{1-e^{-t}} .$$

Multiplying numerator and denominator by $e^{t/2}$ gives

$$K(t)=\frac{e^{t(1/2-a)}-e^{-t(1/2-a)}}{e^{t/2}-e^{-t/2}}=\frac{\sinh[t(\tfrac12-a)]}{\sinh(t/2)} .$$

For small $t$, use $\sinh u=u(1+u^2/6+\dots)$ in both places:

$$K(t)=(1-2a)\left[1+\frac{t^2}6\left((\tfrac12-a)^2-\tfrac14\right)+\dots\right]=(1-2a)\left[1-\frac{a(1-a)}6t^2+\dots\right].$$

The limit is again $1-2a$. For $a=0.3$ and $t=0.5$ the expansion gives $0.4\,(1-0.00875)=0.3965$, and the explicit sum gives $0.396524$. The numerical output compares both regulators with $1-2a$ at five values of $a$.

### 3. All real values of $a$

Replacing $a$ by $a+1$ turns $n+a$ into $(n+1)+a$. Each level moves up by one place, but the set of eigenvalues is the same. Thus $\eta$ has period 1. With $\lfloor a\rfloor$ the largest integer not exceeding $a$,

$$\eta(a)=1-2\left(a-\lfloor a\rfloor\right)\qquad\text{for non-integer }a .$$

The expression $1-2a$ by itself is restricted to $0<a<1$.

For integer $a$ the eigenvalues are all the integers. The zero eigenvalue is omitted by definition, and the others cancel in pairs $\pm m$ for every $s$ with $\operatorname{Re}s>1$. The continuation of zero is zero, so $\eta=0$. This is the midpoint between the limits $-1$ from below and $+1$ from above.

### 4. Jumps and spectral flow

Let $k$ be an integer and put $a=k+x$ with $0<|x|<\tfrac12$. The level with $n=-k$ has eigenvalue $x$. It contributes $\operatorname{sign}(x)|x|^{-s}$, which becomes $\operatorname{sign}(x)$ at $s=0$. The remaining eigenvalues are $m+x$ and $-(m-x)$ with $m=1,2,\dots$, and they contribute

$$Z(s,1+x)-Z(s,1-x)\;\to\;\left(-\tfrac12-x\right)-\left(-\tfrac12+x\right)=-2x$$

at $s=0$. Together,

$$\eta(k+x)=\operatorname{sign}(x)-2x .$$

The second term is continuous through $x=0$. The discontinuity comes entirely from the level that changes sign: from $-1$ to $+1$, a change of $+2$, as $a$ increases through $k$. **Each jump of $\eta$ is twice the spectral flow at that crossing.**

Going from $x=-\delta$ to $x=+\delta$, the total change should be $2-4\delta$. The numerical values are $1.9600$ for $\delta=0.01$ and $1.9960$ for $\delta=0.001$. With the crossing level removed, the change should be $-4\delta$, that is $-0.04$ and $-0.004$. The computed values are $-0.0397$ and $-0.0040$.

The small deviation in the first of these comes from the finite regulator. The numerical limit uses the combination $[4K(t)-K(2t)]/3$ at $t=0.02$, which cancels the $t^2$ error of the full sum. A single level at distance $\delta$ from zero enters this combination with the weight

$$\frac{4e^{-t\delta}-e^{-2t\delta}}3\approx\frac{4(1-t\delta)-(1-2t\delta)}3=1-\frac{2t\delta}3 .$$

Its sign change then contributes $2-\tfrac43t\delta$ instead of 2, and the other levels contribute $-4\delta+\tfrac43t\delta$. For $t=0.02$ and $\delta=0.01$ this is $-0.04+0.00027=-0.0397$. The deviation vanishes as $t\to0$.

**A whole path.** Let $a$ go continuously from $a_0$ to $a_1$, both non-integer, with a finite number of crossings. Between crossings $\eta$ has slope $-2$, which adds up to a drift of $-2(a_1-a_0)$. Each upward crossing adds $+2$ and each downward crossing adds $-2$. Therefore

$$\eta(a_1)-\eta(a_0)=2\,\mathrm{SF}-2(a_1-a_0),$$

or

$$\boxed{\mathrm{SF}=\frac{\eta(a_1)-\eta(a_0)}2+(a_1-a_0)=\lfloor a_1\rfloor-\lfloor a_0\rfloor .}$$

The last form follows by inserting the result of part 3: half the change of $\eta$ is $-(a_1-a_0)+\lfloor a_1\rfloor-\lfloor a_0\rfloor$.

Take the path from $a$ to $a+1$. The spectrum returns to itself, so the net change of $\eta$ is zero, yet $\mathrm{SF}=1$. The jump of $+2$ has been compensated by a drift of $-2$. The endpoint values of $\eta$ alone cannot reveal the flow; the term $a_1-a_0$ is needed.

**Conditions.** If an endpoint is an integer, a level sits at zero there, and one must first agree whether it counts as having crossed. The drift term belongs to the unbounded spectrum. For a finite matrix with continuously moving eigenvalues, $\eta$ is simply the number of positive minus the number of negative eigenvalues. It is constant between crossings, and half its change is the spectral flow with no further term.

### 5. The ring

The Hamiltonian is $H=v(p+eA_\theta)$, with $p=-(i\hbar/R)\,d/d\theta$ and $A_\theta$ the vector potential along the ring. The flux is $\Phi=2\pi RA_\theta$, so

$$H=\frac{\hbar v}R\left(-i\frac d{d\theta}+\frac{eRA_\theta}\hbar\right),\qquad a=\frac{eRA_\theta}\hbar=\frac{e\Phi}{2\pi\hbar}=\frac\Phi{h/e} .$$

The energies are $E_n=\varepsilon(n+a)$. In atomic units $\hbar=1$, and

$$\varepsilon=\frac{0.4}{200}=0.0020\ \text{hartree}=0.0544\ \text{eV}.$$

The factor $\varepsilon$ multiplies $\eta(s,a)$ by $\varepsilon^{-s}$, which is 1 at $s=0$. The eta invariant is therefore the same for the energies as for the numbers $n+a$.

At $a=0.3$ the labels $n=-2,-1,0,1$ give $n+a=-1.7,\,-0.7,\,0.3,\,1.3$, hence energies of $-0.0034$, $-0.0014$, $0.0006$ and $0.0026$ hartree. At $a=2.6$ the levels nearest zero have $n=-4,-3,-2,-1$ and energies of $-0.0028$, $-0.0008$, $0.0012$ and $0.0032$ hartree. The levels $n=-1$ and $n=-2$, negative at the start, are positive at the end.

The formula gives the same count. The endpoint values are $\eta(0.3)=1-0.6=0.4$ and $\eta(2.6)=1-2(0.6)=-0.2$, so

$$\mathrm{SF}=\frac{-0.2-0.4}2+(2.6-0.3)=-0.3+2.3=2 .$$

Following the levels by diagonalization, with a ripple added to the potential, gives two upward crossings, at $a=1$ and $a=2$.

A downward path tests the sign. From $a=1.4$ to $a=-0.7$ we have $\eta(1.4)=1-0.8=0.2$. Since $\lfloor-0.7\rfloor=-1$, the fractional part at the end is $0.3$ and $\eta(-0.7)=0.4$. Then $\mathrm{SF}=0.1-2.1=-2$, and the diagonalization finds two downward crossings, at $a=1$ and $a=0$.

For the physical meaning, suppose that at $a=0.3$ all negative levels are filled and all positive ones are empty. With a uniform potential the functions $e^{in\theta}$ remain eigenfunctions while the flux changes, so each electron keeps its label $n$. At $a=2.6$ two filled levels lie above zero. No electron has been added; the unbounded filled sea has moved upwards. This holds for independent electrons of one spin orientation with a strictly linear energy law, acted on only through the flux; with spin degeneracy every count doubles. A uniform field producing $2.6\,h/e$ through this ring would be about 31 T and would add a Zeeman splitting (about 0.0035 eV for $g=2$) that the model leaves out. In a band with a lowest level, the linear law fails far below zero and the sea has a bottom.

## Variation 1: antiperiodic functions

*Require $\psi(\theta+2\pi)=-\psi(\theta)$ instead. Find $\eta$ near $a=0$ and the positions of its jumps.*

The phase collected in one turn must now be $2\pi(n+\tfrac12)$, so $\lambda_n=n+\tfrac12+a$. This is the periodic spectrum with $a$ replaced by $a+\tfrac12$. For $0<a+\tfrac12<1$,

$$\eta_{\rm anti}(a)=1-2\left(a+\tfrac12\right)=-2a,\qquad -\tfrac12<a<\tfrac12 .$$

At $a=0$ the spectrum is symmetric with no zero mode, and $\eta_{\rm anti}=0$. The jumps of $+2$ occur at half-integer $a$. The relation $\mathrm{SF}=\tfrac12[\eta_{\rm anti}(a_1)-\eta_{\rm anti}(a_0)]+(a_1-a_0)$ keeps its form, because the shift cancels in $a_1-a_0$; the endpoints must now avoid the half-integers. The count itself becomes $\lfloor a_1+\tfrac12\rfloor-\lfloor a_0+\tfrac12\rfloor$. On the path from $0.3$ to $2.6$ it is 3, with crossings at $a=0.5$, $1.5$ and $2.5$.

## Variation 2: the electrons moving the other way

*Add a second branch with $H=-v(p+eA_\theta)$. What is its spectral flow on the path from $0.3$ to $2.6$, and what is the total?*

The levels are $-\varepsilon(n+a)$. Every sign is reversed while the magnitudes are unchanged, so $\eta_-(a)=-\eta(a)$. Levels now move down as $a$ increases, and between crossings $\eta_-$ has slope $+2$. The balance becomes

$$\mathrm{SF}_-=\frac{\eta_-(a_1)-\eta_-(a_0)}2-(a_1-a_0)=\frac{0.2-(-0.4)}2-2.3=-2 .$$

The total flow is $2+(-2)=0$, while the difference between the branches is $2-(-2)=4$. If both seas start filled up to zero, two filled levels of the first branch rise above zero and two empty levels of the second sink below it. Measured from zero energy, the first branch has a surplus of two electrons and the second a deficit of two. The total stays balanced and the difference between the branches changes by two for each flux quantum $h/e$. This is the chiral anomaly in its one-dimensional form, here for independent electrons of one spin orientation with no scattering between the branches.

## Computed values

```
largest level error with non-uniform A: 4e-14 (dimensionless)
a = 0.3: sign count for -50 <= n <= 50: 1
a = 0.7: sign count for -50 <= n <= 50: 1
eta(s=2, a=0.3): series 9.411315, continuation 9.411315
eta(s=-0.5, a=0.3): continuation 0.114291, library zeta 0.114291
eta(s=1, a=0.3): continuation 2.2825, paired sum 2.2825
a, eta by zeta (s -> 0), eta by exponential regulator, 1 - 2a:
  0.1   0.8000   0.8000   0.8000
  0.3   0.4000   0.4000   0.4000
  0.5   0.0000   0.0000   0.0000
  0.6  -0.2000  -0.2000  -0.2000
  0.9  -0.8000  -0.8000  -0.8000
K(t=0.5, a=0.3): sum 0.396524, closed form 0.396524
eta at a = 1, zero mode omitted: 0.0000
a = 1-d to 1+d, d = 0.01: change of eta 1.9600, without crossing level -0.0397
a = 1-d to 1+d, d = 0.001: change of eta 1.9960, without crossing level -0.0040
ring radius R = 200 bohr, velocity v = 0.4 atomic units
level spacing epsilon = 0.0020 hartree = 0.0544 eV
a = 0.3: four levels nearest zero (hartree): -0.0034, -0.0014, 0.0006, 0.0026
a = 0.3: eta from the energies = 0.4000
a = 2.6: four levels nearest zero (hartree): -0.0028, -0.0008, 0.0012, 0.0032
a = 2.6: eta from the energies = -0.2000
path a = 0.3 -> 2.6: eta 0.4000 -> -0.2000
  zero crossings at a = 1.0000, 2.0000
  half change of eta -0.3000, a1 - a0 = 2.3000, sum 2.0000
  spectral flow counted by diagonalization: 2
path a = 1.4 -> -0.7: eta 0.2000 -> 0.4000
  zero crossings at a = 1.0000, 0.0000
  half change of eta 0.1000, a1 - a0 = -2.1000, sum -2.0000
  spectral flow counted by diagonalization: -2
```
